\section*{Joule heating and the harmonics of a Hall voltage}

\section*{The belief}

\textbf{Q.} I drive a Pt/Co Hall bar with a current at angular frequency $\omega$ and read the transverse voltage at $2\omega$ to find the spin-orbit torque. Joule heating goes as the square of the current, so the temperature oscillates at $2\omega$. The Hall resistance depends on temperature, so it oscillates at $2\omega$ too. I therefore subtract a heating term from my second harmonic, estimated from the temperature slope of the Hall resistance. Is that right?

\textbf{A.} Your first two steps are right. The third passes from a resistance to a voltage, so let us write it out. Take a pure alternating current, $I=I_0\sin\omega t$, and hold the magnetization still, so that temperature is the one thing that changes the Hall resistance:
\begin{equation}
R=R_0(1+\alpha\,\Delta T).
\end{equation}
Here $R_0$ is the unheated Hall resistance and $\alpha$ its relative slope. Suppose first that the temperature follows the heating power without delay. Since $\sin^2\omega t=(1-\cos2\omega t)/2$,
\begin{equation}
\Delta T=2\Theta\sin^2\omega t=\Theta(1-\cos2\omega t),
\end{equation}
where $\Theta$ is the mean temperature rise. The voltage is the current times the resistance:
\begin{equation}
V=I_0R_0\left[(1+\alpha\Theta)\sin\omega t-\alpha\Theta\sin\omega t\cos2\omega t\right].
\end{equation}
The last product follows from $\sin A\cos B=\tfrac12[\sin(A+B)+\sin(A-B)]$ with $A-B=-\omega t$:
\begin{equation}
\sin\omega t\cos2\omega t=\tfrac12(\sin3\omega t-\sin\omega t).
\end{equation}
Collecting terms gives
\begin{equation}
V=I_0R_0\left[\left(1+\tfrac32\alpha\Theta\right)\sin\omega t-\tfrac12\alpha\Theta\sin3\omega t\right].
\label{eq:instant}
\end{equation}
The resistance has a part at $2\omega$, but the current that reads it is itself at $\omega$. Their product lies at the difference and the sum, $\omega$ and $3\omega$. The second-harmonic voltage is zero.

\section*{Delay and curvature}

\textbf{Q.} My sample does not heat and cool instantly. Surely a delay can turn some of this into a second harmonic?

\textbf{A.} A delay shifts phases; it makes no new frequency here. Let one thermal time $\tau$ describe the sample:
\begin{equation}
\tau\frac{d\Delta T}{dt}+\Delta T=\Theta(1-\cos2\omega t).
\end{equation}
Try $\Delta T=\Theta[1-g\cos(2\omega t-\varphi)]$ and write $\beta=2\omega t-\varphi$. The oscillating part of the left side is $\Theta g(2\omega\tau\sin\beta-\cos\beta)$. The oscillating part of the right side is
\begin{equation}
-\Theta\cos(\beta+\varphi)=\Theta(\sin\varphi\sin\beta-\cos\varphi\cos\beta).
\end{equation}
They agree if $\cos\varphi=g$ and $\sin\varphi=2\omega\tau g$, hence
\begin{equation}
\tan\varphi=2\omega\tau,\qquad g=\frac{1}{\sqrt{1+(2\omega\tau)^2}}.
\end{equation}
Multiplying by the current and using the same product rule, now with $A-B=\varphi-\omega t$, we find
\begin{align}
\frac{V}{I_0R_0}={}&(1+\alpha\Theta)\sin\omega t
+\tfrac12\alpha\Theta g\sin(\omega t-\varphi)\nonumber\\
&-\tfrac12\alpha\Theta g\sin(3\omega t-\varphi).
\end{align}
For $\omega\tau\to0$ this returns to \eqref{eq:instant}. For $\omega\tau\to\infty$ the temperature stops oscillating, the third harmonic vanishes, and the first keeps the factor $1+\alpha\Theta$ from the mean rise.

I tested this by stepping the heat equation in time with $2\omega\tau=1$ and, in scaled units, $\alpha=0.3$ and $\Theta=0.4$. The first and third harmonics agreed with the formula, and the second was $6\times10^{-17}$ of $I_0R_0$, which is rounding error.

\textbf{Q.} You used a straight line for $R(T)$ and a single thermal time. A real resistance curve bends, and the heated film also changes its own heating power.

\textbf{A.} Then use symmetry instead of a particular formula. Let $P=2\pi/\omega$ be the period. Half a period later the current has changed sign, $I(t+P/2)=-I(t)$. Joule heating does not depend on that sign, even if the film resistance depends on temperature. If $T(t)$ is a settled solution of the heat equation, then so is $T(t+P/2)$, because the equation is the same at both times. If the sample settles into one state, whatever its starting temperature, the two must be equal. The Hall resistance therefore repeats after half a period, and
\begin{equation}
V(t+P/2)=I(t+P/2)\,R(t+P/2)=-V(t).
\end{equation}
Now project on an even harmonic. For even $n$, $\sin n\omega(t+P/2)=\sin(n\omega t+n\pi)=\sin n\omega t$, and likewise for the cosine. The second half of the period contributes the negative of the first half, and the integral vanishes. The case $n=0$ removes the dc voltage as well.

So the general result is \emph{odd harmonics}, and the pair ``first and third'' belongs to a linear $R(T)$ with heating quadratic in the current. As a test I took $R=R_0e^{-u}$, with $u$ a scaled temperature of mean 0.5 before feedback, a heating power multiplied by $1+0.3u$, and $2\omega\tau=1$. The first, third and fifth harmonics were 0.50, 0.12 and 0.0096 of $I_0R_0$; the second, fourth and sixth were below $10^{-16}$.

\section*{A voltage made by the heat flow}

\textbf{Q.} Yet people do find thermal voltages at $2\omega$ in such bars. Where would they come from?

\textbf{A.} From a voltage that the heat flow generates itself. It is proportional to a temperature gradient, the gradient is proportional to $I^2$, and no further factor of $I$ multiplies it. The anomalous Nernst effect is the case that matters here:
\begin{equation}
\mathbf E_N=-S\,\mathbf m\times\nabla T.
\end{equation}
Let $x$ point along the current, $y$ across the bar and $z$ up out of the film, and let $\mathbf m=(\sin\theta,0,\cos\theta)$. For a vertical gradient, $\nabla T=G\hat{\mathbf z}$, we have $\mathbf m\times\hat{\mathbf z}=(m_y,-m_x,0)$, so $E_{N,y}=SG\sin\theta$.

To find $G$, put Co of thickness $t_{\rm Co}$ below Pt of thickness $t_{\rm Pt}$, with uniform mean heating density $p$ and no heat leaving through the top. At height $z$ above the bottom of the Co, all heat made above must flow down. The flux is $p(t_{\rm Co}+t_{\rm Pt}-z)$, and the temperature rises upward at the rate flux$/\kappa$. Its mean over $0<z<t_{\rm Co}$ is
\begin{equation}
G=\frac{p}{\kappa}\left(t_{\rm Pt}+\frac{t_{\rm Co}}2\right).
\end{equation}
The Pt loads this source. With equal resistivity in both layers and no net transverse current, the measured field $E$ obeys
\begin{equation}
t_{\rm Co}(E-E_N)+t_{\rm Pt}E=0
\;\Rightarrow\;
E=\frac{t_{\rm Co}}{t_{\rm Co}+t_{\rm Pt}}E_N.
\end{equation}
Across a bar of width $w$ the mean voltage is thus
\begin{equation}
V_N=S\,G\,w\sin\theta\,\frac{t_{\rm Co}}{t_{\rm Co}+t_{\rm Pt}}.
\end{equation}
The instantaneous heating is $2p\sin^2\omega t$, so the voltage in time is
\begin{equation}
V=2V_N\sin^2\omega t=V_N(1-\cos2\omega t).
\end{equation}
There is the second harmonic, together with an equal dc voltage.

\section*{Sizes in a Hall bar}

\textbf{Q.} Perhaps the resistance effect is so small that the distinction has no practical weight. Can you put numbers on both?

\textbf{A.} Take 1~nm of Co under 5~nm of Pt, a bar 5~$\mu$m wide and 50~$\mu$m long, and 300~nm of oxide on silicon. The current is 3~mA at 100~Hz, and all amplitudes are peak values. The current density is
\begin{equation}
j_0=\frac{3\times10^{-3}}{(5\times10^{-6})(6\times10^{-9})}=1\times10^{11}\ \mathrm{A/m^2}.
\end{equation}
With a resistivity of 30~$\mu\Omega\,$cm, the mean heating density is $p=\rho j_0^2/2=1.5\times10^{15}$~W/m$^3$. Times the 6~nm film, this is a flux $q=9$~MW/m$^2$. The oxide, with conductivity 1.4~W/(m\,K), carries it with a drop
\begin{equation}
\frac{(9\times10^6)(3\times10^{-7})}{1.4}=1.93\ \mathrm K.
\end{equation}
In the silicon the heat spreads. A point source of power $dQ$ on a half-space raises the temperature at distance $r$ by $dQ/(2\pi\kappa_{\rm Si}r)$. Integrate this over the bar, seen from its centre, with half-sides $a=2.5$~$\mu$m and $b=25$~$\mu$m. In polar coordinates $dA/r=dr\,du$, so each quadrant contributes the distance to the edge integrated over the angle $u$: $a/\cos u$ up to the corner and $b/\sin u$ beyond it. The result is
\begin{equation}
\Delta T_{\rm Si}=\frac{2q}{\pi\kappa_{\rm Si}}
\left[a\,\mathrm{arsinh}\frac ba+b\,\mathrm{arsinh}\frac ab\right]=0.38\ \mathrm K
\end{equation}
for $\kappa_{\rm Si}=150$~W/(m\,K). Hence $\Theta=2.31$~K.

Let the anomalous Hall resistance be $R_A\cos\theta$ with $R_A=0.5~\Omega$ and $\theta=60^\circ$, so $R_0=0.25~\Omega$ and $I_0R_0=750~\mu$V. With $\alpha=-10^{-3}$~K$^{-1}$, heating shifts the first harmonic by $\tfrac32(750)(-10^{-3})(2.31)=-2.6~\mu$V. The coefficient of $\sin3\omega t$ is
\begin{equation}
-\tfrac12(750)(-10^{-3})(2.31)=+0.87\ \mu\mathrm V.
\end{equation}

For the Nernst voltage, a film conductivity of 20~W/(m\,K) gives $G=0.41$~K/$\mu$m; a layered solution of the heat equation, used as a test, gives the same value. With $S=0.5~\mu$V/K,
\begin{equation}
V_N=(0.5)(0.4125)(5)(0.866)/6=0.149\ \mu\mathrm V.
\end{equation}
If you multiply the resistance oscillation by $I_0$ and call it a second harmonic, you get $I_0R_0|\alpha|\Theta=1.73~\mu$V. That is nearly twelve times the thermal voltage really present at $2\omega$ in this model. Your subtraction would do more harm than leaving the thermal part alone.

\section*{The torque signal}

\textbf{Q.} But the torque signal is also a change of Hall resistance. By your argument it should not appear at $2\omega$ either.

\textbf{A.} The difference is that the torque changes the resistance in proportion to $I$, not $I^2$. Let a field $B$ hold the magnetization at angle $\theta_0$ from the normal, with the net anisotropy compensated. The damping-like torque acts as an effective field $B_{DL}\sin\omega t\;\mathbf m\times\hat{\mathbf y}$. Here $\mathbf m\times\hat{\mathbf y}=(-\cos\theta,0,\sin\theta)$, which points towards smaller $\theta$. In equilibrium the total field has no component perpendicular to $\mathbf m$:
\begin{equation}
B\sin(\theta_0-\theta)-B_{DL}\sin\omega t=0.
\end{equation}
For $B_{DL}\ll B$ this gives $\theta=\theta_0-(B_{DL}/B)\sin\omega t$, and to first order
\begin{equation}
R_A\cos\theta=R_A\cos\theta_0+R_A\sin\theta_0\,\frac{B_{DL}}B\sin\omega t.
\end{equation}
Multiplication by the current produces $\sin^2\omega t=(1-\cos2\omega t)/2$, so the coefficient of $\cos2\omega t$ is
\begin{equation}
b_2^{\rm torque}=-\frac{I_0R_A\sin\theta_0}{2}\,\frac{B_{DL}}B.
\end{equation}
For $B_{DL}=3$~mT and $B=2$~T its size is $(1500~\mu\mathrm V)(0.866)(0.0015)/2=0.97~\mu$V.

\textbf{Q.} So heating of the resistance leaves my $2\omega$ signal untouched?

\textbf{A.} Not quite: it cannot create the signal, but it can rescale one that exists. Multiply the torque voltage by $1+\alpha\Theta(1-c)$, with $c=\cos2\omega t$. The extra factor meets $\sin^2\omega t=(1-c)/2$, and
\begin{equation}
\tfrac12(1-c)^2=\tfrac12(1-2c+c^2)=\tfrac34-c+\tfrac14\cos4\omega t,
\end{equation}
because $c^2=(1+\cos4\omega t)/2$. The coefficient of $c$ changes from $-\tfrac12$ to $-\tfrac12-\alpha\Theta$, a factor $1+2\alpha\Theta=0.995$, provided $B_{DL}$ itself does not depend on temperature; a relative slope of $B_{DL}$ would add to $\alpha$ in this factor. The torque part falls to $0.970~\mu$V, and with the Nernst part the total is $b_2=-1.119~\mu$V.

\section*{Separating torque and Nernst voltage}

\textbf{Q.} Both parts are in $-\cos2\omega t$. Can I separate them by phase, by current or by reversing the magnetization?

\textbf{A.} None of these works in this model. The phases agree, and both grow as $I_0^2$ at leading order. When the field and $\mathbf m$ are reversed, $m_x$ changes sign in the Nernst voltage, and the current-induced change of $m_z$ changes sign in the torque voltage. The complete model indeed goes from $-1.119$ to $+1.119~\mu$V.

What does separate them is the size of the field, at fixed current and fixed field direction. A stronger field makes the magnetization stiffer, so the torque part falls as $1/B$, while the Nernst part stays. At 1, 2 and 4~T the model gives $b_2=-2.088$, $-1.119$ and $-0.634~\mu$V. A straight line in $1/B$ has slope $-1.94~\mu$V\,T and intercept $-0.149~\mu$V, which is $-V_N$. This needs a field well above the net anisotropy field, and every other second-harmonic voltage must be negligible or removed. One that falls as $1/B$ changes the slope; one that does not vary with field, such as distortion of the source read through $R_0$, goes straight into the intercept and would be mistaken for the Nernst part. One that grows in proportion to $B$, such as an ordinary Nernst voltage, bends the line: a fit through 1, 2 and 4~T shifts the intercept by 4.5 times its value at 1~T, which for a coefficient of 10~nV/(K\,T) in the whole film is 30 per cent of $V_N$.

\textbf{Q.} And doubling the current?

\textbf{A.} It helps to identify the third harmonic, which grows as $I_0\Theta\propto I_0^3$; the model gives a factor 8.00. The second harmonic grows by 3.95 instead of 4. At double current $\Theta$ is four times larger, so the torque part carries the factor $1+8\alpha\Theta=0.982$ instead of 0.995, and this accounts for the difference.

\section*{Where the rule fails}

\textbf{Q.} Then, apart from that rescaling, can I be sure that the heated resistance never adds a second harmonic of its own?

\textbf{A.} No. The proof needs a current that reverses exactly after half a period and heating that ignores its sign. Add a dc offset $I_{dc}$. With instant heating, $\Delta T=2\Theta I^2/I_0^2$, and the heating part of the voltage is $2\alpha\Theta R_0I^3/I_0^2$. In the cube of $I_{dc}+I_0\sin\omega t$, one term contains the second harmonic:
\begin{equation}
3I_{dc}I_0^2\sin^2\omega t=\tfrac32I_{dc}I_0^2(1-\cos2\omega t).
\end{equation}
Therefore
\begin{equation}
b_2^{\rm offset}=-3\alpha\Theta R_0I_{dc}.
\end{equation}
An offset of 1~$\mu$A gives 1.7~nV here, about one per cent of $V_N$. Distortion of the source is more dangerous: a second harmonic in the current of $2\times10^{-4}$ of $I_0$ produces, through $R_0$ alone, a voltage as large as $V_N$.

Peltier heating at the current contacts is odd in the current. Without delay it gives $\Delta T=T_P\sin\omega t$, and the voltage contains
\begin{equation}
I_0R_0\alpha T_P\sin^2\omega t=\tfrac12I_0R_0\alpha T_P(1-\cos2\omega t).
\end{equation}
For one contact with a Peltier coefficient of 10~$\mu$V/K times 300~K, spreading of its heat through 25~$\mu$m of silicon gives $T_P\approx0.4$~mK at the Hall cross, and about 0.14~nV. That is negligible in this geometry.

The ordinary Seebeck effect is a generated voltage, like the Nernst effect. If the two Hall contacts differ by a mean 15~mK through uneven Joule heating, a coefficient of 10~$\mu$V/K already yields $V_N$. In so far as it does not depend on $\mathbf m$, it is removed by taking half the difference between the two magnetization directions.

\textbf{Q.} How closely does your bar resemble a real one?

\textbf{A.} The dimensions, current density and material parameters are rough typical values for Pt/Co Hall bars, and the voltages are results of the model, not measurements. The compensated anisotropy is a special choice. A leftover uniaxial anisotropy field $B_K$ adds a restoring field $\tfrac12B_K\sin2\theta$ to the torque balance, and so adds $B_K\cos2\theta$ to the stiffness $B$. For $B_K=0.05$~T, $B=2$~T and $\theta=60^\circ$ this changes the stiffness by about 1.3 per cent in size. At fixed field direction $\mathbf m$ also turns, so the torque signal changes by about 0.6 per cent, and the intercept of the sweep moves by 4 to 6 per cent of $V_N$. If $B_K$ is not small compared with $B$, the anisotropy must enter the torque balance and the field sweep: with $B_K=0.5$~T, and the field held at $60^\circ$, a straight line through the values at 1, 2 and 4~T would give an intercept about twice as large as the true Nernst part. Equal resistivities are also an idealization. If Co were twice as resistive as Pt, the shunting factor would be $1/11$ instead of $1/6$, which at fixed gradient nearly halves $V_N$. A thermal interface resistance of $10^{-8}$~m$^2$K/W would add 0.09~K, or 4 per cent, to $\Theta$, and heat spreading at the oxide edges enters on the scale of the thickness-to-width ratio, 0.06. The Oersted field, with a planar Hall resistance $2R_Pm_xm_y$ and $R_P=0.05~\Omega$, adds about 0.02~$\mu$V at $2\omega$, which also falls as $1/B$. The model leaves out the field-like torque, which acts as a field along the same axis. Each millitesla of it would change the $2\omega$ voltage by about 0.065~$\mu$V at 2~T, with a sign set by its direction. This part too falls as $1/B$, so it enters the slope of the field sweep and must be separated before the slope is read as damping-like torque. A spin Seebeck voltage of the same symmetry would be counted in $S$. The gradient $G$ is the least certain input: it assumes that electrons and lattice share one temperature, which fails within a few nanometres of the oxide, because electrons carry no heat into an insulator. If the two are treated separately, with a lattice conductivity of 1 to 7~W/(m\,K) and an electron-phonon coupling of $0.3$ to $3\times10^{18}$~W/(m$^3$K), the electron gradient in the Co is only 0.02 to 0.2~K/$\mu$m instead of 0.41~K/$\mu$m. Read $V_N$ as an order of magnitude.

\textbf{Q.} So I should drop my correction, look for the heated resistance at $3\omega$, and find the thermal voltage from the field sweep.

\textbf{A.} Yes, but take care at $3\omega$: any resistance change even in the current appears there, including the second-order tilt of the magnetization. Here that tilt changes $R_0$ by the relative amount $-\tfrac12(B_{DL}/B)^2\sin^2\omega t$, about $10^{-6}$ at its peak, against $2|\alpha|\Theta\approx5\times10^{-3}$ from heating. The tilt is therefore negligible in this bar; with a weak holding field you would have to check that again.

Two other contributions can be large in a real bar. Hall contacts misaligned by only 25~nm along the bar pick up $0.25~\Omega$ of longitudinal resistance, as much as $R_0$. If the film resistance rises by $10^{-3}$ per kelvin, its heating gives a third harmonic as large as that of the Hall resistance. Half the difference between the two magnetization directions removes it, because the longitudinal resistance is the same for both. That difference does not remove distortion of the source: a third harmonic of about 0.12 per cent in the current gives, through $R_0$, a voltage as large as the heating signal. Once both are under control, the third harmonic measures the heated Hall resistance at fixed field. That equals the slope $\alpha$ at fixed $\mathbf m$ only if the anisotropy does not drift with temperature. A drift $dB_K/dT$ tilts $\mathbf m$ and adds $\sin^2\theta\,(dB_K/dT)/B$ to $\alpha$; for $-1.5$~mT/K at 2~T this gives $0.49~\mu$V, against $0.87~\mu$V from $\alpha$. This part falls as $1/B$, so a field sweep at $3\omega$ reveals it.

\section*{Table of computed values}
\begin{verbatim}
Rough typical inputs, Pt on Co Hall bar; peak amplitudes
Current 3 mA, frequency 100 Hz
Width 5 um, length 50 um
Co 1 nm, Pt 5 nm, oxide 300 nm
Resistivity 30 uOhm cm
Conductivity film 20, oxide 1.4, Si 150 W/(m K)
Anomalous Hall R_A 0.5 Ohm, tilt 60 deg
Slopes per K: Hall -0.001, film resistance 0.001
Nernst coefficient 0.5 uV/K
Torque field 3 mT, holding field 2 T
Current density amplitude: 1e+11 A/m^2
Mean heating density: 1.5e+15 W/m^3
Mean heat flux: 9 MW/m^2
Mean heating power: 2.25 mW
Mean oxide temperature rise: 1.929 K
Mean silicon temperature rise: 0.3816 K
Theta, total mean rise: 2.31 K
Mean gradient in Co: 0.4125 K/um
Gradient from layered grid: 0.4125 K/um
Shunting factor: 0.1667
Unheated Hall resistance R0: 0.25 Ohm
Unheated first harmonic: 750 uV
Heating shift of first harmonic: -2.599 uV
Third harmonic a3 from resistance heating: 0.8663 uV
Wrong 2w size I0*R0*|alpha|*Theta: 1.733 uV
Nernst dc voltage and 2w amplitude V_N: 0.1488 uV
Torque 2w amplitude, unheated: 0.9743 uV
Heated/unheated torque signal: 0.99538
Complete model b2: -1.119 uV
Complete model b2, field reversed: 1.119 uV
Complete model a3: 0.8666 uV
b2 at 1, 2, 4 T: -2.0884, -1.1186, -0.6337 uV
Field-sweep intercept: -0.1488 uV
Field-sweep slope: -1.94 uV T
Doubled current: b2 x 3.9517, a3 x 8.0000
Lag test: 2*w*tau: 1
Lag test second harmonic / (I0 R0): 5.7e-17
Nonlinear test harmonics 1-6 / (I0 R0): 5.0e-01, 2.0e-17, 1.2e-01, 2.2e-17, 9.6e-03, 1.8e-17
Peltier test second harmonic / (I0 R0): 0.02683
Sizes of neglected effects (rough estimates)
Oxide lag parameter 2*w*tau: 0.00013
Silicon lag correction / Theta: 0.0039
Interface rise for 1e-8 m^2 K/W: 0.09 K
Edge spreading scale, oxide/width: 0.06
Film resistance change at Theta: 0.0023
Residual anisotropy 0.05 T / holding field: 0.025
Oersted field in Co: 0.31 mT
Oersted 2w, planar Hall 0.05 Ohm: 0.02 uV
2w from 1 uA dc offset: 1.7 nV
Source 2w distortion equal to V_N: 0.0002
Peltier temperature amplitude: 0.38 mK
Peltier 2w estimate: 0.14 nV
Contact imbalance equal to V_N at 10 uV/K: 15 mK
\end{verbatim}
